# N-body bound state of attractive delta bosons and the Hartree soliton

**Question**

I am working on $N$ identical bosons of mass $m$ on an infinite line with an attractive contact interaction,

$$H=-\frac{\hbar^2}{2m}\sum_{i=1}^N\partial_i^2-g\sum_{i<j}\delta(x_i-x_j),\qquad g>0,\quad N\ge 2 .$$

With $c=mg/\hbar^2$, an inverse length, and the energy unit $\varepsilon=\hbar^2c^2/2m$, McGuire's bound state should have energy $-\varepsilon N(N^2-1)/12$. In units with $\hbar^2/2m=1$ this is $-c^2N(N^2-1)/12$, and the coupling is $g=2c$.

For $N=2$ I find $e^{-c|x_1-x_2|/2}$ and $-\varepsilon/2$, as expected. For larger $N$ I would guess a product of such factors over all pairs, but the second derivatives then produce cross terms between different pairs, and I don't see why they should add up to a constant. Nor do I see how to show that no lower state exists.

I am also supposed to show that the Hartree bright soliton gives the same energy to leading order in $N$. When I write the mean-field interaction with $N^2$ in place of $N(N-1)$, my energy comes out slightly *below* the McGuire value. How can that be, if Hartree is variational?

**Answer**

Your guess is right. The cross terms are harmless because, once the particles are ordered, the product over pairs is a single exponential of a linear function. The variational puzzle comes from the replacement of $N(N-1)$ by $N^2$.

**The contact condition**

Take two particles $i,j$, with $r=x_j-x_i$ and $R=(x_i+x_j)/2$. Then $\partial_i^2+\partial_j^2=2\partial_r^2+\tfrac12\partial_R^2$. Integrating the Schrödinger equation over a vanishing interval around $r=0$ leaves the terms

$$-\frac{\hbar^2}{m}\Big[\partial_r\Psi\Big]_{0^-}^{0^+}-g\,\Psi\big|_{r=0}=0 ,$$

so the slope jumps by $-c\Psi$. A bosonic $\Psi$ is even in $r$, hence the slope at $0^+$ is half the jump: $\partial_r\Psi=-\tfrac c2\Psi$. Since $\partial_r=\tfrac12(\partial_j-\partial_i)$,

$$(\partial_j-\partial_i)\Psi=-c\,\Psi\qquad\text{at } x_j=x_i+0^+ .$$

**The state**

By symmetry it is enough to know $\Psi$ in the sector $x_1<x_2<\dots<x_N$, whose contacts are between neighbours. Try $\Psi=\exp(\sum_k q_kx_k)$. The contact condition becomes

$$q_{k+1}-q_k=-c\quad\Rightarrow\quad q_k=q_1-c(k-1).$$

A common shift of all particles multiplies $\Psi$ by an exponential of $\sum_kq_k$. Zero total momentum therefore requires $\sum_kq_k=0$, which gives $q_1=c(N-1)/2$ and

$$q_k=\frac c2\,(N+1-2k).$$

To recover the pair form, look at $\sum_{i<j}(x_j-x_i)$. In it $x_k$ appears with a plus sign $k-1$ times and with a minus sign $N-k$ times, so its coefficient is $2k-N-1$. Therefore, in every ordering,

$$\Psi=\exp\Big[-\frac c2\sum_{i<j}|x_i-x_j|\Big].$$

**Its energy**

Inside a sector $\partial_k^2\Psi=q_k^2\Psi$, so $E_N=-(\hbar^2/2m)\sum_kq_k^2$. The sum is

$$\sum_{k=1}^N(N+1-2k)^2=N(N+1)^2-2N(N+1)^2+\tfrac23N(N+1)(2N+1)=\frac{N(N^2-1)}3 ,$$

where I used $\sum k=N(N+1)/2$ and $\sum k^2=N(N+1)(2N+1)/6$. With the factor $c^2/4$ from $q_k^2$,

$$E_N=-\varepsilon\,\frac{N(N^2-1)}{12}=-\frac{mg^2}{24\hbar^2}\,N(N^2-1).$$

**In what sense it is bound**

Introduce the gaps $r_k=x_{k+1}-x_k\ge0$. The gap $r_k$ lies between $k$ particles on its left and $N-k$ on its right, so it enters $k(N-k)$ pair distances:

$$|\Psi|^2=\prod_{k=1}^{N-1}e^{-c\,k(N-k)\,r_k}.$$

At fixed centre of mass the gaps are independent, exponentially distributed variables with $\langle r_k\rangle=1/[c\,k(N-k)]$. The state is normalizable in the relative coordinates, while the centre of mass is spread over the whole line. For $g<0$ the exponentials would grow, and this construction gives no bound state.

The size follows at once. The sum of all pair distances has mean $\sum_kk(N-k)\langle r_k\rangle=(N-1)/c$. Dividing by the $N(N-1)/2$ pairs gives a mean pair distance $2/(cN)$: the cluster shrinks as particles are added.

**Why nothing lies lower**

Define

$$A_i=\frac c2\sum_{j\ne i}\mathrm{sgn}(x_i-x_j),$$

which is $c/2$ times the number of particles to the left of particle $i$ minus the number to its right. For any normalized $\psi$ of finite kinetic energy, expand the square:

$$\sum_i\int|\partial_i\psi+A_i\psi|^2=\sum_i\int\Big(|\partial_i\psi|^2+A_i\,\partial_i|\psi|^2+A_i^2|\psi|^2\Big).$$

Integrate the middle term by parts; it becomes $-\int|\psi|^2\sum_i\partial_iA_i$. Because $\partial_i\,\mathrm{sgn}(x_i-x_j)=2\delta(x_i-x_j)$ and each pair occurs twice,

$$\sum_i\partial_iA_i=2c\sum_{i<j}\delta(x_i-x_j).$$

Multiplied by $\hbar^2/2m$, the coefficient $2c$ becomes $\hbar^2c/m=g$, so this term is the interaction. In the last term, the $k$-th particle from the left has $A=\tfrac c2(2k-1-N)$, so the sum already computed gives $\sum_iA_i^2=c^2N(N^2-1)/12$, a constant. Altogether

$$\langle H\rangle=E_N+\frac{\hbar^2}{2m}\sum_i\int|\partial_i\psi+A_i\psi|^2\;\ge\;E_N. \tag{1}$$

McGuire's state makes the square vanish, since $\partial_i\Psi=-A_i\Psi$. To approach the bound with a normalizable state, use $\chi(X)\Psi$, where $X$ is the centre of mass, $\chi$ is normalized in $X$ and $\Psi$ in the relative coordinates. Each term of the sum is then $\int|\chi'|^2/N^2$, so the excess energy is $(\hbar^2/2mN)\int|\chi'|^2$, which tends to zero for a wide packet. Thus $E_N$ is the bottom of the spectrum. Exchange symmetry was not used in (1), so the bound also holds for distinguishable particles with this $H$.

**The Hartree problem**

Now restrict the trial state to a product $\Phi=\prod_i\varphi(x_i)$ with $\int|\varphi|^2=1$. Each of the $N(N-1)/2$ pairs contributes $-g\int|\varphi|^4$. With $g=\hbar^2c/m$,

$$\frac{\langle H\rangle}{N}=\frac{\hbar^2}{2m}\Big[\int|\varphi'|^2-\Lambda\int|\varphi|^4\Big],\qquad \Lambda=c(N-1).$$

The minimum can be found without assuming a profile, by a one-orbital version of the same square. Let $u(x)=\int_{-\infty}^x|\varphi|^2-\tfrac12$, which rises from $-\tfrac12$ to $\tfrac12$ and has $u'=|\varphi|^2$. Then

$$\int|\varphi'+\Lambda u\varphi|^2=\int|\varphi'|^2+\Lambda\int u\,(|\varphi|^2)'+\Lambda^2\int u^2|\varphi|^2 .$$

Integration by parts turns the second term into $-\Lambda\int|\varphi|^4$; the boundary terms vanish because $\varphi\to0$. In the third, $|\varphi|^2dx=du$, so the integral is $\int_{-1/2}^{1/2}u^2du=\tfrac1{12}$. Hence

$$\int|\varphi'|^2-\Lambda\int|\varphi|^4=-\frac{\Lambda^2}{12}+\int|\varphi'+\Lambda u\varphi|^2. \tag{2}$$

The minimum is $-\Lambda^2/12$, reached when $\varphi'=-\Lambda u\varphi$. This condition implies

$$u''=(|\varphi|^2)'=-2\Lambda u|\varphi|^2=-2\Lambda uu'=-\Lambda(u^2)'.$$

Integrating once gives $u'=\Lambda(\tfrac14-u^2)$, where the constant is fixed by $u'\to0$ at $u=\pm\tfrac12$. Separating variables gives $2\,\mathrm{artanh}(2u)=\Lambda(x-x_0)$. With $x_0=0$,

$$u=\tfrac12\tanh\kappa x,\qquad |\varphi|^2=\frac\kappa2\,\mathrm{sech}^2\kappa x,\qquad \kappa=\frac\Lambda2=\frac{c(N-1)}2 .$$

This is the bright soliton. Its energy is $N(\hbar^2/2m)(-\Lambda^2/12)$, that is

$$E_H=-\varepsilon\,\frac{N(N-1)^2}{12},\qquad \frac{E_H}{E_N}=\frac{(N-1)^2}{N^2-1}=\frac{N-1}{N+1}=1-\frac2{N+1}.$$

Both energies have the leading term $-\varepsilon N^3/12$, and they differ at the next order, $N^2$. The sizes agree in the same sense. For two independent particles with cumulative distribution $F=u+\tfrac12$, a point $s$ lies between them with probability $2F(1-F)$, so their mean distance is

$$\int 2F(1-F)\,ds=2\int\big(\tfrac14-u^2\big)ds=\frac2\Lambda\int u'\,ds=\frac2\Lambda=\frac1\kappa .$$

This is $2/[c(N-1)]$, compared with $2/(cN)$ in McGuire's state.

**What Hartree leaves out**

Given $x_i=x$, the average of $A_i$ over the other $N-1$ particles of the product state is $\tfrac c2(N-1)(2F-1)=\Lambda u(x)$. This is the field in (2). Hartree therefore replaces the left-right imbalance seen by each particle by its mean.

The cost follows from (1) with $\psi=\Phi$. Since $\partial_i\Phi=-\Lambda u(x_i)\Phi$, the square contains $A_i-\Lambda u(x_i)$, the fluctuation of the imbalance. The $N-1$ signs are independent at given $x_i$, each with variance $1-4u^2$, and the average of $4u^2$ over the density is $4/12=1/3$. So

$$E_H-E_N=\frac{\hbar^2}{2m}\,N\,\frac{c^2}{4}(N-1)\Big(1-\frac13\Big)=\varepsilon\,\frac{N(N-1)}6 ,$$

which agrees with subtracting the two energies. The squared mean field summed over particles grows as $N^3$, its counting noise as $N^2$; that is why mean field wins at large $N$.

Part of this gap is kinetic energy of the centre of mass, which the product form confines to a region set by the soliton width. In the product state the mean momentum of each particle is zero, so $\langle P^2\rangle=N\langle p^2\rangle$ for the total momentum $P$. The centre-of-mass kinetic energy is then

$$\frac{\langle P^2\rangle}{2Nm}=\frac{\hbar^2}{2m}\int|\varphi'|^2=\frac{\hbar^2}{2m}\Lambda^2\int u^2|\varphi|^2=\varepsilon\,\frac{(N-1)^2}{12}.$$

It is a fraction $(N-1)/(2N)$ of the gap, tending to one half. The remainder, $\varepsilon(N^2-1)/12$, is the excess of the relative-motion energy of the product state over $E_N$. This split describes the product state as it stands. Centre of mass and relative coordinates are not independent in it, so the first part need not equal the energy gained by delocalizing the soliton, for instance by superposing translated copies of it.

**Your energy below the bound**

Replacing $N(N-1)$ by $N^2$ in the interaction changes $\Lambda$ to $cN$ and gives $-\varepsilon N^3/12$. This lies below $E_N$ by the factor $N^2/(N^2-1)$. There is no contradiction: the altered functional lets each particle attract itself, so it is no longer the expectation value of $H$, and the variational principle does not apply to it. It misses $E_N$ by $\varepsilon[N^3-N(N^2-1)]/12=\varepsilon N/12$, which is smaller than the Hartree gap $\varepsilon N(N-1)/6$ for every $N\ge2$, but it is not an upper bound.

**Where "leading order" applies**

At fixed $g$ the energy per particle grows as $N^2$, so there is no ordinary thermodynamic limit, and the absolute gap $E_H-E_N$ grows too; it is the relative error that vanishes. If instead $G=gN$ is held fixed, the soliton width and the energy per particle have finite limits, and the total gap tends to the constant $mG^2/12\hbar^2$. In a real gas the one-dimensional contact model holds only while the shrinking width $2/(cN)$ exceeds both the range of the force and the transverse size of the trap. For atoms in a waveguide of transverse frequency $\omega_\perp$ and oscillator length $a_\perp=\sqrt{\hbar/m\omega_\perp}$, with scattering length $|a|\ll a_\perp$, the coupling is $g\approx2\hbar\omega_\perp|a|$. Then $c=2|a|/a_\perp^2$ and the width is $a_\perp^2/(N|a|)$. The transverse size is normally reached first, so the model requires $N|a|\ll a_\perp$.

**Numbers for $N=100$**

Take round parameters: $m$ equal to 7 atomic mass units, $1.162\times10^{-26}$ kg, and $g=10^{-39}$ J m. Then $c=mg/\hbar^2=1045\ \mathrm{m^{-1}}$ and $\varepsilon=5.226\times10^{-37}$ J.

- McGuire: $N(N^2-1)/12=100\times9999/12=83325$, so $E_N=-4.355\times10^{-32}$ J, or $E_N/h=-65.72$ Hz.
- Hartree: $N(N-1)^2/12=100\times99^2/12=81675$, so $E_H=-4.268\times10^{-32}$ J, or $-64.42$ Hz. The ratio is $99/101=0.980$.
- Gap: $100\times99/6=1650$ units of $\varepsilon$, or $8.62\times10^{-34}$ J, of which the centre-of-mass part is $4.27\times10^{-34}$ J, a fraction $0.495$.
- Size: $\kappa=1045\times99/2=5.17\times10^4\ \mathrm{m^{-1}}$, so $1/\kappa=19.33$ µm, against a mean pair distance of $19.14$ µm in McGuire's state.

For small $N$ the product state is poor: $E_H/E_N$ is $1/3$ for two particles and $0.818$ for ten. It reaches $0.998$ for a thousand.

The numerical check diagonalizes $H$ for two to five particles and reproduces $E_N$ and the mean gaps. A three-particle lattice calculation without imposed exchange symmetry extrapolates to $-2.000\,\varepsilon$, in agreement with $E_3=-2\varepsilon$. A self-consistent orbital started from a Gaussian converges to the sech profile. Its energy, $-4.2685\times10^{-32}$ J, lies about $5\times10^{-5}$ (relative) below the formula. This does not violate (2), which bounds the continuum functional and not its finite-difference version. On a grid of step $h$ the difference quotient replaces $k^2$ by $(4/h^2)\sin^2(kh/2)\approx k^2-k^4h^2/12$, which lowers the kinetic term by $(h^2/12)\int|\varphi''|^2$. For the soliton, $(\mathrm{sech}\,y)''=\mathrm{sech}\,y-2\,\mathrm{sech}^3y$, and the integrals of $\mathrm{sech}^2$, $\mathrm{sech}^4$, $\mathrm{sech}^6$ are $2$, $\tfrac43$, $\tfrac{16}{15}$. Hence $\int|\varphi''|^2=\tfrac{\kappa^4}{2}\big(2-\tfrac{16}3+\tfrac{64}{15}\big)=\tfrac7{15}\kappa^4$. Divided by $\Lambda^2/12=\kappa^2/3$, the shift is $7(\kappa h)^2/60$. For the program's step, $\kappa h=0.02$, this is $4.7\times10^{-5}$, the size observed.

## Computed results

```
mass m = 1.16238e-26 kg (7 atomic mass units)
coupling g = 1.000e-39 J m, particle number N = 100
c = m g/hbar^2 = 1045.189 1/m
energy unit eps = hbar^2 c^2/(2m) = 5.22594e-37 J
Few-body diagonalization, energies in eps, pair distance in 1/c:
  N=2: numerical E = -0.50000, formula -0.50000, pair distance 1.0000
  N=3: numerical E = -2.00000, formula -2.00000, pair distance 0.6667
  N=4: numerical E = -5.00000, formula -5.00000, pair distance 0.5000
  N=5: numerical E = -10.00000, formula -10.00000, pair distance 0.4000
three-body lattice E, spacing 0.2/c: -2.00657 eps
three-body lattice E, spacing 0.1/c: -2.00166 eps
three-body lattice E, extrapolated: -2.0000 eps
trial orbital, Lambda = 1.7: functional = -0.18216, square - Lambda^2/12 = -0.18216
N=2 product state, centre-of-mass energy: 0.08332 eps (formula 0.08333)
Worked example, N = 100:
  exact energy E = -4.35452e-32 J
  exact energy E/h = -65.7180 Hz
  Hartree energy E_H = -4.26829e-32 J
  Hartree energy E_H/h = -64.4166 Hz
  numerical Hartree minimum = -4.26849e-32 J
  ratio E_H/E = 0.980198
  gap E_H - E = 8.6228e-34 J
  centre-of-mass part of the gap = 4.2683e-34 J
  centre-of-mass fraction of the gap = 0.4950
  energy with N-1 replaced by N = -4.35495e-32 J
  its ratio to E = 1.000100
  soliton inverse width kappa = 5.17369e+04 1/m
  soliton width 1/kappa = 19.329 micrometre
  peak density N kappa/2 = 2.5868 per micrometre
  exact mean pair distance = 19.135 micrometre
  Hartree mean pair distance, numerical = 19.327 micrometre
Approach to leading order: N, E/(eps N^3), E_H/(eps N^3), E_H/E
      2  -0.062500  -0.020833  0.333333
      3  -0.074074  -0.037037  0.500000
     10  -0.082500  -0.067500  0.818182
    100  -0.083325  -0.081675  0.980198
   1000  -0.083333  -0.083167  0.998002
```
